# Mean-Field and Exact Isotherms of an Attractive One-Dimensional Lattice Gas

## Problem

Atoms from an ideal vapour at pressure $p$ and temperature $T$ adsorb on a row of $N$ sites along a surface step. Site $i$ is empty ($n_i=0$) or occupied ($n_i=1$). An isolated adsorbed atom is bound by $E_b$, and every pair of occupied nearest neighbours lowers the energy by a further $w>0$. The row is closed into a ring, and $N\to\infty$ at the end.

(a) Relate the weight of a configuration to the pressure.

(b) Find the mean-field isotherm. When does its coverage jump, and by how much?

(c) Find the exact isotherm with a transfer matrix. Does it jump at $T>0$?

(d) Explain the difference physically.

(e) Evaluate both isotherms for chromium vapour with $T=1300$ K, $E_b=4.20$ eV and $w=0.30$ eV. The free atom has mass 52.0 u and $g=7$ ground states. The adsorbed atom has one electronic state and three vibrations of quantum 0.025 eV. Energies are measured between ground levels, zero-point energy included.

## Hints

1. Equate the chemical potentials of vapour and row.
2. For mean field, insert independent sites into the grand-potential functional, and look for a pressure at which it is symmetric under exchange of full and empty sites.
3. Share the weight of each site equally between its two bonds. The partition function is then the trace of a matrix power.
4. To decide whether there is a jump, bound the slope of the isotherm.
5. For (d), count the ways of placing one island on the ring.

## Solution

### (a) Pressure and weights

One gas atom in volume $V$ has the partition function $Z_1=gV/\Lambda^3$, with $\Lambda=h/\sqrt{2\pi mkT}$. For $M$ ideal atoms, $F=-kT\ln(Z_1^M/M!)$, so $\mu=\partial F/\partial M=-kT\ln(Z_1/M)$. With $M/V=p/kT$,

$$e^{\mu/kT}=\frac{p\Lambda^3}{g\,kT}.$$

An isolated adsorbed atom contributes the factor $z=q\,e^{(\mu+E_b)/kT}$, where $q$ is its vibrational sum counted from the ground level. Hence

$$z=\frac{p}{p_0},\qquad p_0=\frac{g\,kT}{\Lambda^3 q}\,e^{-E_b/kT}.$$

Write $K=w/kT$ and $y=e^K$. A configuration with $n$ atoms and $b$ occupied neighbour pairs has weight $W=z^n y^b$.

Simple kinetics lead to the same weights. Let an empty site fill at rate $r$, and let an atom with $m$ neighbours desorb at rate $(r/z)y^{-m}$. Adding that atom multiplies $W$ by $zy^m$, so the forward flow $Wr$ equals the backward flow $(Wzy^m)(r/z)y^{-m}$. Each elementary step is balanced, and the weights are stationary.

### (b) Mean field

For any normalized distribution $P$ over configurations, with $\Xi=\sum W$,

$$\sum P(\ln P-\ln W)=-\ln\Xi+\sum P\ln\frac{P}{W/\Xi}\ \ge\ -\ln\Xi .$$

The last sum is non-negative because $\ln x\le x-1$. Mean-field theory minimizes the left side over independent sites, each occupied with probability $\theta$. Then $\langle n\rangle=N\theta$ and $\langle b\rangle=N\theta^2$, and the functional per site is

$$\omega(\theta)=-K\theta^2-\theta\ln z+\theta\ln\theta+(1-\theta)\ln(1-\theta).$$

Setting $\omega'=0$ gives the mean-field isotherm

$$\ln z=\ln\frac{\theta}{1-\theta}-2K\theta .$$

Define $u=\ln z+K=\ln(zy)$. Replacing $\ln z$ by $u-K$ turns the first two terms of $\omega$ into $K\theta(1-\theta)-u\theta$. At $u=0$ the functional is therefore symmetric under $\theta\to1-\theta$.

Put $\theta=(1+m)/2$, where $m$ now measures the departure from half coverage. Since $\ln[(1+m)/(1-m)]=2\,\mathrm{artanh}\,m$, the isotherm becomes

$$2\,\mathrm{artanh}\,m=Km+u .$$

At $u=0$ this is $m=\tanh(Km/2)$. For $m>0$ the right side is concave with initial slope $K/2$, so a positive solution exists if and only if $K>2$. The second derivative is

$$\omega''=\frac{1}{\theta(1-\theta)}-2K,$$

which is $4-2K<0$ at half coverage: that point is then a maximum. Since $\omega'\to+\infty$ as $\theta\to1$, the stationary point between is a minimum, and symmetry supplies its partner. A small $u$ changes the difference between the upper and lower minima by $-um$, so the stable coverage jumps from $(1-m)/2$ to $(1+m)/2$ as $u$ passes zero.

For $K\le2$, $\omega''\ge0$ everywhere, with equality at most at one point, and there is no jump. The mean-field critical temperature is thus $T_{MF}=w/2k$.

Each minimum survives as a metastable state until $\omega''=0$, that is, until $\theta(1-\theta)=1/2K$:

$$\theta=\tfrac12\left[1\pm\sqrt{1-2/K}\right].$$

### (c) Exact isotherm

Assign $z^{1/2}$ of each occupied site to each of its two bonds. Then $\Xi=\mathrm{Tr}\,\mathsf T^N$ with

$$\mathsf T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&zy\end{pmatrix}.$$

The trace is $1+zy$ and the determinant $z(y-1)$, so the eigenvalues obey

$$\lambda^2-(1+zy)\lambda+z(y-1)=0,\qquad \lambda_\pm=\tfrac12(1+zy\pm S),$$

$$S^2=(1+zy)^2-4z(y-1)=(1-zy)^2+4z .$$

Since $S>0$, $\lambda_+$ is strictly the larger. In $\Xi=\lambda_+^N+\lambda_-^N$ the second term, relative to the first, vanishes exponentially with $N$, as does its derivative. Hence $\theta=d\ln\lambda_+/d\ln z$.

Differentiate the quadratic, with a prime for $d/d\ln z$ and $\lambda=\lambda_+$:

$$(2\lambda-1-zy)\lambda'=zy\lambda-z(y-1).$$

The bracket is $S$. On the right, the quadratic gives $z(y-1)=(1+zy)\lambda-\lambda^2$, which leaves $\lambda^2-\lambda$. Therefore

$$\theta=\frac{\lambda'}{\lambda}=\frac{\lambda-1}{S}=\frac12\left[1+\frac{zy-1}{S}\right].$$

With $zy=e^u$, we have $zy-1=2e^{u/2}\sinh(u/2)$ and $S^2=4e^u[\sinh^2(u/2)+1/y]$. The factors $2e^{u/2}$ cancel:

$$\boxed{\theta=\frac12\left[1+\frac{\sinh(u/2)}{\sqrt{\sinh^2(u/2)+e^{-w/kT}}}\right]}$$

For $w=0$ the root is $\cosh(u/2)$ and the Langmuir form $\theta=z/(1+z)$ returns.

Now let $s=\sinh(u/2)$ and $a=1/y$. Since $\frac{d}{ds}\left[s(s^2+a)^{-1/2}\right]=a(s^2+a)^{-3/2}$ and $ds/du=\frac12\cosh(u/2)$,

$$\frac{d\theta}{du}=\frac{a\cosh(u/2)}{4(s^2+a)^{3/2}} .$$

The square of this slope is proportional to

$$\frac{1+s^2}{s^2+a}\cdot\frac{1}{(s^2+a)^2}.$$

Because $a\le1$, the first factor does not increase with $s^2$; the second decreases. The slope is greatest at $u=0$, where it equals $1/(4\sqrt a)=\sqrt y/4$. At fixed temperature $du=d\ln p$, so for any two pressures

$$|\Delta\theta|\le\tfrac14e^{w/2kT}\,|\Delta\ln p| .$$

A jump would need a finite $\Delta\theta$ for vanishing $\Delta\ln p$. At $T>0$ with finite $w$, this is impossible.

### (d) Why the jump disappears

On a ring, $n$ atoms in $k$ islands have $n-k$ bonds, provided the ring is neither empty nor full. The weight is $z^ny^{n-k}=(zy)^ny^{-k}$, or $y^{-k}$ at $u=0$. The empty and full rings each have weight 1. A single island can start at $N$ places and have $N-1$ lengths, so all one-island states together weigh $N(N-1)/y$. Once $N$ is much larger than $\sqrt{2y}$, they outweigh the two uniform states. The energy of an island's ends is finite, while the number of their positions grows without limit.

The island length follows from the pair probability $P_{11}=\partial\ln\lambda_+/\partial K$ at fixed $z$. Differentiating the quadratic gives $S\,\partial\lambda/\partial K=zy(\lambda-1)$, hence $P_{11}=\theta zy/\lambda$. The probability of an occupied site followed by an empty one is

$$P_{10}=\theta-P_{11}=\theta\,\frac{\lambda-zy}{\lambda}.$$

At $u=0$, $\lambda=1+1/\sqrt y$, so $P_{10}=1/[2(1+\sqrt y)]$. Each island has one right-hand end; its mean length is $\theta/P_{10}=1+\sqrt y$, which is finite. Independent sites at half coverage would give $P_{10}=1/4$ and a mean length of 2. Mean field omits this correlation between neighbours.

### (e) Chromium on a step

Here $kT=0.11203$ eV, $K=0.30/0.11203=2.678$, $\Lambda=6.715$ pm and $q=(1-e^{-0.025/0.1120})^{-3}=125$. These give $p_0=1.30\times10^{-6}$ Torr. At $zy=1$ the exact row has half coverage and the mean-field coverage jumps. This pressure is

$$p_{1/2}=p_0e^{-2.678}=8.9\times10^{-8}\ \text{Torr}=1.2\times10^{-5}\ \text{Pa}.$$

The mean-field critical temperature is 1741 K, above the working temperature. Solving $m=\tanh(1.339\,m)$ gives $m=0.779$: mean field predicts a jump from 0.110 to 0.890. Its metastable branches extend from $0.786\,p_{1/2}$ to $1.272\,p_{1/2}$.

For the exact curve at $p=1.25\,p_{1/2}$, $u=0.223$, $s=0.112$ and $a=0.0687$. Then $s/\sqrt{s^2+a}=0.392$ and $\theta=0.696$. Other values, with the stable mean-field branch, are:

| $p/p_{1/2}$ | exact $\theta$ | mean-field $\theta$ |
|---|---|---|
| 0.50 | 0.098 | 0.041 |
| 0.95 | 0.451 | 0.101 |
| 0.99 | 0.490 | 0.108 |
| 1.01 | 0.509 | 0.892 |
| 1.05 | 0.546 | 0.899 |
| 2.00 | 0.902 | 0.959 |

Between 0.99 and 1.01 the exact coverage changes by 0.02, the mean-field coverage by 0.78. To cover the range of the mean-field jump, the exact row needs a 3.6-fold rise in pressure. Its greatest slope is 0.954, against 0.25 without attraction, and its mean island length at half coverage is 4.8 sites.

**How far the model carries.** The energies are rough model values for a strongly bound metal atom, not measured data; an error of 0.11 eV in $E_b$ alone changes $p_{1/2}$ by a factor of about $e$. The pressure lies in the high-vacuum range. Real steps break the assumption of an endless straight row. With a rough kink energy of 0.45 eV, straight segments average 29 sites; a segment of that length with nothing bound beyond either end has coverage 0.45 at $p_{1/2}$, because each end site lacks one neighbour, which lowers the coverage over the few sites nearest each end. At a real kink an end site may instead touch a substrate atom, which raises the coverage there, so the sign of the shift depends on the kinks. If the adsorbed atom kept all seven spin states, $p_{1/2}$ would fall to $1.3\times10^{-8}$ Torr. For a terrace binding of 3.60 eV and the same $w$ and $q$, a second row beside a full first row has coverage of only 0.005 at $p_{1/2}$. The one-dimensional proof does not cover a terrace layer, whose own full–empty symmetry point lies near $15\,p_{1/2}$ on a square lattice. Direct arrival from the vapour, with every impact sticking, takes roughly two minutes per site of area (0.27 nm)$^2$, and with the rates of part (a) the coverage at $p_{1/2}$ relaxes about four times more slowly, in some seven minutes. If the row is fed only from the vapour, a fast pressure sweep need not follow equilibrium. On a real surface, atoms diffusing across the terrace also feed the step and can shorten this time greatly. Alloying and step motion are not estimated.

## Variation 1: a colder row

*With $w$ fixed, how sharp does the exact isotherm become on cooling?*

At $\theta=0.9$, $s/\sqrt{s^2+a}=0.8$, so $s^2=0.64a/0.36$ and $s=\frac43\sqrt a$. The point $\theta=0.1$ lies at the opposite $u$. Hence

$$\ln\frac{p_{90}}{p_{10}}=4\,\mathrm{arsinh}\left(\tfrac43e^{-w/2kT}\right)\simeq\tfrac{16}{3}e^{-w/2kT}\quad(kT\ll w).$$

The ratio is 81 without attraction, 3.94 at 1300 K, 1.34 at 600 K and 1.016 at 300 K. At 300 K, pressure steps coarser than 1.6 % could miss the rise from 0.1 to 0.9, and a curve sampled so coarsely would look like a jump. A true step arises in the limit $T\to0$ at fixed $u\ne0$, where $\theta\to0$ or 1. These are formal equilibrium values. With the binding energy of part (e), the factor $e^{-(E_b+w)/kT}$ in $p_{1/2}$ is below $10^{-75}$ at 300 K, so the rise could not be measured there.

## Variation 2: attraction between second neighbours

*Add an energy $-w_2$ for each occupied pair two sites apart, with $w_2=0.03$ eV at 1300 K. Does a jump return?*

Let $y_2=e^{w_2/kT}$. Exchanging full and empty sites, $n_i=1-n_i'$, gives for either distance $d=1,2$

$$\sum_i n_in_{i+d}=N-2n'+\sum_i n_i'n_{i+d}' .$$

Apart from a constant, the weight keeps its form with $z$ replaced by $1/[z(yy_2)^2]$. The two agree, and the coverage is one half, at $z=1/(yy_2)$. The half-coverage pressure is therefore multiplied by $e^{-w_2/kT}=0.765$.

The transfer matrix now acts on the four states of a neighbouring pair. Two successive steps connect every pair state to every other with positive weight. By the Perron–Frobenius theorem the largest eigenvalue is then simple and exceeds the others in magnitude, so it is a smooth function of $z$. There is again no jump. The slope at half coverage rises from 0.954 to 1.22. The argument needs a finite matrix, hence a finite range of attraction; it does not settle the case of unlimited range.

## Numbers as computed

```
temperature: 1300 K; kT: 0.11203 eV
pair attraction w: 0.30 eV; w/kT: 2.6780
step binding E_b: 4.20 eV; vibration quantum: 0.025 eV
Cr mass: 52.0 u; gas ground states: 7
thermal wavelength: 6.715 pm
vibrational sum q: 124.97
pressure scale p0: 1.300e-06 Torr
half-coverage pressure: 8.932e-08 Torr = 1.191e-05 Pa
mean-field critical temperature: 1740.7 K
mean-field coverages at jump: 0.1104 and 0.8896
mean-field jump height: 0.7792
metastability-limit coverages: 0.2484 and 0.7516
metastability limits p/p_half: 0.7863 and 1.2717
exact greatest slope d(theta)/d(ln p): 0.9538
exact mean island length at half coverage: 4.815 sites
exact islands per site at half coverage: 0.1038
exact pressure ratio spanning the mean-field jump: 3.602
p/p_half, exact coverage, mean-field coverage:
  0.50  0.0983  0.0410
  0.80  0.3038  0.0764
  0.95  0.4513  0.1006
  0.99  0.4904  0.1084
  1.01  0.5095  0.8916
  1.05  0.5463  0.8989
  1.25  0.6962  0.9236
  2.00  0.9017  0.9590
p90/p10 without attraction: 81.0
T (K), w/kT, exact greatest slope, exact p90/p10:
  1300  2.678  0.9538  3.939026
  600  5.802  4.549  1.340261
  300  11.605  82.76  1.016241
  150  23.209  2.74e+04  1.000049
Neglected effects, from rough inputs:
second-neighbour attraction: 0.03 eV
  half-coverage pressure factor: 0.765; slope: 1.2216
kink energy: 0.45 eV; mean straight segment: 29 sites
  coverage of open segment at p_half: 0.4515
terrace binding: 3.60 eV
  second-row coverage beside a full row at p_half: 0.0054
  terrace symmetry-point pressure / p_half: 14.56
bulk cohesion: 4.10 eV; bulk saturation / p_half: 35.5
excited levels: 30 states near 0.95 eV
  excited fraction relative to ground level: 8.89e-04
p_half if adsorbed atom keeps 7 spin states: 1.28e-08 Torr
site spacing: 0.27 nm; direct arrival time per site: 114 s
```
